Why higher permittivity need not mean lower tunnelling leakage

Take two insulating films of equal capacitance per area, each between the same two metal electrodes, at a voltage near zero. The second film has twice the relative permittivity of the first, so it is twice as thick. Suppose that its tunnelling barrier is only a quarter as high, with the same electron mass. An electron wave decays in a barrier at a rate proportional to the square root of the barrier height, so it decays half as fast per nanometre over twice the distance. The total attenuation exponent is unchanged: there the doubled permittivity has bought nothing, and any remaining difference in current comes from the prefactor. Had the barrier fallen to a fifth, the thicker film would have had the smaller exponent.

The belief at issue is that, at fixed capacitance, a higher permittivity guarantees a lower direct-tunnelling current. It is tempting for sound reasons. The film is thicker, the field in it is lower, and tunnelling depends exponentially on thickness. If barrier and mass stay the same, the exponent does grow in proportion to permittivity. The error lies in carrying that condition over to a change of material, where barrier and mass change too.

**The exponent at fixed capacitance**

The equivalent oxide thickness, EOT, is the thickness of a layer of relative permittivity 3.9 with the same capacitance per area. For a film of permittivity k and thickness t,

k ε₀/t = 3.9 ε₀/EOT, so t = EOT k/3.9.

At equal EOT and equal stored charge, two films also carry the same voltage. EOT, voltage and electrodes are held fixed in comparing films below.

I use Rydberg units: ħ = 1, 2mₑ = 1, e² = 2. Let m be the tunnelling mass in the film divided by mₑ, E the energy measured from the emitter Fermi level, U the bottom of the film's conduction band, and x the squared wavenumber parallel to the film, which is conserved in a uniform film. With a parabolic band, the wave equation across the film is

−ψ″/m + (x/m)ψ + Uψ = Eψ.

Multiplying by m and rearranging gives

ψ″ = κ²ψ, κ² = m(U − E) + x.

At small voltage U is a constant φ, the barrier height. For an electron at the Fermi level moving straight across, E = x = 0 and κ = √(mφ). The amplitude falls as exp(−κt) and the probability as exp(−S), with

S = 2t√(mφ) = 2 EOT (k/3.9) √(mφ).

The figure of merit is thus k√(mφ), with mass and barrier both under the root. Film H has a larger exponent than film L only if k_H² m_H φ_H exceeds k_L² m_L φ_L. The break-even barrier is

φ_H = φ_L (k_L/k_H)² (m_L/m_H).

**What a finite voltage changes**

Let V be the voltage drop, expressed as an energy, with V < φ. The barrier is tilted: U = φ − Vz/t. In the slowly varying (WKB) approximation, S = 2∫κ dz. Put w = φ − Vz/t, so that dz = −(t/V)dw:

S = (2t√m/V) ∫ √w dw, from w = φ − V to φ,

S = (4t√m/3V) [φ^(3/2) − (φ − V)^(3/2)].

For small r = V/φ, (1 − r)^(3/2) ≈ 1 − 3r/2 + 3r²/8. The bracket becomes φ^(3/2)(3r/2 − 3r²/8), and

S ≈ 2t√(mφ) [1 − V/(4φ)].

A given voltage therefore removes a larger fraction of the exponent when the barrier is low. If V exceeds φ, the integral over w starts at zero and S = 4t√m φ^(3/2)/(3V). This is the Fowler–Nordheim regime. There, at fixed EOT and voltage, the exponent scales as k√m φ^(3/2), and a low barrier is punished harder still.

**From exponent to current**

The prefactor also depends on the film. At each interface ψ and ψ′/m are continuous. Let k₁ and k₂ now be the electron wavenumbers in emitter and collector, both with mass 1, and let q₁ and q₂ be κ/m at the two faces.

At the emitter, an incident wave of unit amplitude, a reflected amplitude ρ and a decaying amplitude a obey

1 + ρ = a, ik₁(1 − ρ) = −q₁a.

Dividing the second equation by ik₁ and adding the first gives 2 = a(1 + iq₁/k₁), hence |a|² = 4k₁²/(k₁² + q₁²).

At the collector, an arriving amplitude d, a reflected amplitude s and a transmitted amplitude τ obey

d + s = τ, −q₂(d − s) = ik₂τ.

Dividing the second by −q₂ and adding gives 2d = τ(1 − ik₂/q₂), hence |τ|² = 4q₂²|d|²/(q₂² + k₂²).

Between the faces the WKB amplitude varies as κ^(−1/2)exp(−∫κ dz), so |d|² = |a|²(q₁/q₂)exp(−S). The transmission is the ratio of fluxes, T = (k₂/k₁)|τ|², which becomes

T = P exp(−S), P = [4k₁q₁/(k₁² + q₁²)] [4k₂q₂/(k₂² + q₂²)].

Now let E and x vary. Since ∂κ/∂x = 1/(2κ) and ∂κ/∂E = −m/(2κ),

∂S/∂x = ∫dz/κ = b, ∂S/∂E = −mb,

b = (t/(V√m)) ∫ w^(−1/2) dw = 2t[√φ − √(φ − V)]/(√m V).

Each transverse state carries a current (e/h)T per unit energy, times two for spin. The density of transverse states is d²k/(2π)² = dx/(4π). At zero temperature the contributing energies run from −V to 0. Holding P at its value for E = x = 0 and using S + bx − mbE in the exponent,

∫ exp(−bx) dx/(4π) = 1/(4πb), from 0 to ∞,

∫ exp(mbE) dE = [1 − exp(−mbV)]/(mb), from −V to 0,

J ≈ (2e/h) P exp(−S) [1 − exp(−mbV)]/(4πmb²).

The neglected second-order terms in the exponent grow as t, while the squares of the relevant x and E shrink as 1/t². The change of P over the relevant x and E, and the next correction to the WKB wave, are also of order 1/t. The relative error thus falls as 1/t, or as 1/S, at fixed voltage.

**Three films**

Let EOT = 0.7 nm and V = 0.5 eV, with an electrode Fermi energy of 5 eV above the band floor. The films have round model parameters:

- L: k = 25, m = 0.3, φ = 2.0 eV
- H: k = 40, m = 0.2, φ = 0.9 eV
- G: k = 40, m = 0.2, φ = 1.6 eV

L is 0.7 × 25/3.9 = 4.49 nm thick; H and G are 7.18 nm. The figures of merit are 25√0.6 = 19.4 for L, 40√0.18 = 17.0 for H and 40√0.32 = 22.6 for G, in eV^(1/2). In practical units √(mφ) carries a factor 5.123 nm⁻¹ eV^(−1/2), so for L at zero voltage

S = 2 × 5.123 × 0.7 × 19.365/3.9 = 35.6.

H has 31.2. At 0.5 V the exponents become 33.3 for L and 26.4 for H: the lower barrier has lost more, as the expansion predicts.

The exponential factors alone would make H leak about 1,000 times more than L. The prefactors oppose this: 2.1 × 10⁸ A/cm² for L and 2.6 × 10⁷ A/cm² for H. The main reason is that b is 1.21 nm² for L and 3.96 nm² for H, so fewer transverse states contribute in H, and over a narrower range of energy. The formula gives 7.3 × 10⁻⁷ and 9.5 × 10⁻⁵ A/cm².

Integrating numerically over E and x, with the transmission found by matching waves through 200 thin slices of the barrier, gives 7.9 × 10⁻⁷ A/cm² for L and 1.1 × 10⁻⁴ A/cm² for H. These lie 7% and 19% above the formula. At doubled EOT the excesses fall to 4% and 9%.

**By the numerical integral, H leaks 143 times more than L, although its permittivity is 1.6 times higher.** Film G, which differs from H in barrier height alone, leaks about 450 times less than L. High permittivity can win, provided that the barrier does not give the gain away.

For a film with the k and m of H, the zero-voltage break-even barrier is 2.0 × (25/40)² × (0.3/0.2) = 1.17 eV. Equating the exponents at 0.5 V raises it to 1.28 eV; equating the full currents brings it back to 1.19 eV. For this pair the voltage and the prefactor nearly cancel. Between 1.19 and 1.28 eV, the exponent alone names the wrong winner.

**How far a real capacitor departs from this**

The parameters are rough typical values for a dynamic-memory capacitor with transition-metal-oxide films grown by atomic layer deposition; they describe no particular compound. The fields, 1.1 MV/cm in L and 0.7 MV/cm in H, are below a rough breakdown scale of a few MV/cm. Real films break several of the assumptions. The same numerical integral, with one change at a time, gives these H-to-L leakage ratios:

- At 300 K the ratio is 211, and at 358 K it is 384. H gains more from hot electrons because its exponent falls faster with energy: at the Fermi level mb is 20.8 eV⁻¹, against 9.5 eV⁻¹ for L. At 358 K this slope is not the whole story: about a third of the current in H then comes from electrons above φ − V = 0.4 eV, which cross only the triangular tip of the barrier.
- Image-force lowering, with a fast permittivity of 5, diverges at the faces and must be cut off. Cut at the electrode band floor, it raises the currents by factors of about seven for L and nine for H; cut at the Fermi level, by about five for both. The ratio stays between about 160 and 180.
- If m is a band-edge mass, the valence band bends the dispersion in the gap: m(U − E) is multiplied by 1 − (U − E)/gap. With gaps of 6 eV for L and 4 eV for H, the ratio falls to 5.4. L suffers more for three reasons: its barrier is a larger fraction of its gap, its exponent is larger to begin with, and the voltage lowers its barrier by a smaller fraction.
- A dead layer at the collector that uses 0.2 nm of the EOT, but gives no tunnelling protection, leaves 0.5 nm of EOT and 0.357 V to the film, which is then treated as a capacitor by itself. L then leaks about 15,000 times more than before, and the ratio is 14.

With all these effects together at 358 K, the currents are about 3 and 9 A/cm². The order survives, but the ratio is only 2.8, and L leaks about four million times more than in the simple model. These figures depend on the assumptions: cutting the image potential at the Fermi level gives about 2 and 5 A/cm² and a ratio of 2.4, and a gap of 5 eV for L brings the ratio down to 1.2. Even L would then lose its stored charge in about a microsecond, far too fast for a memory cell. A dead layer that thins the film and gives no tunnelling protection is a pessimistic assumption, so these currents are not forecasts for a working device. For this pair the simple model ranks the films as the fuller one does, but it does not predict the absolute leakage, and a smaller initial advantage could have been reversed.

Defects can matter too. Suppose that a trap sits where each of two successive hops has half the exponent, and that its energy is suitable. With a rough attempt rate ν = 10¹³ s⁻¹, each hop has the rate ν exp(−S/2). Two equal hops in series halve the throughput, so one trap carries eν exp(−S/2)/2. For L, 1.7 × 10⁷ such traps per cm² match the direct current of the simple model. That is one trap in a square about 2.5 μm on a side. For H the density is 7.4 × 10⁷ per cm². To match the much larger direct currents of the fuller estimate, far more traps would be needed. Direct tunnelling is thus a floor that a cleaner film can approach, and a measured leakage above it may say more about defects than about k√(mφ).

When such a film is chosen for low direct tunnelling, the first comparison is therefore of k√(mφ) at the intended EOT. If the values are close, the tilted barrier and the prefactor must be included, and the dead layer and the dispersion in the gap can reduce even a large advantage to a small one.

Numerical values quoted here were computed with a short program.
